# Stacking-Fault Energies of fcc Crystals from an Axial Ising Model: test program

```python
"""
Stacking faults of a close-packed crystal from an axial Ising model.

Result under test, for energies reaching over four consecutive layers:
    intrinsic = E_hcp + 2 E_dhcp - 3 E_fcc
    extrinsic = 4 (E_dhcp - E_fcc),   twin = 2 (E_dhcp - E_fcc)
per atom of the fault plane (divide by the area per atom for energy per area).
Spin +1 is a step A->B->C->A, spin -1 the reverse step. The spin energy is
    -J1 sum S_i S_i+1 - J2 sum S_i S_i+2 - J3 sum S_i S_i+3
    -K sum S_i S_i+1 S_i+2 S_i+3.
J3 and K come from five-layer terms and measure the error of the result.
The direct side sums a pair potential V(r) = A cos(q r) exp(-kappa r)/r over
the atoms of explicit stackings. Hartree atomic units throughout.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

SPACING = 5.0        # nearest-neighbour distance, bohr
AMPLITUDE = 0.5      # hartree bohr
KAPPA = 0.1          # 1/bohr
WAVE_NUMBERS = (1.20, 1.24)   # 1/bohr
MAX_REACH = 8        # largest layer separation in the sums

HEIGHT = SPACING * np.sqrt(2.0 / 3.0)
AREA = SPACING**2 * np.sqrt(3.0) / 2.0
HARTREE = physical_constants["Hartree energy"][0]
BOHR = physical_constants["Bohr radius"][0]
TO_MJ_PER_M2 = 1000.0 * HARTREE / BOHR**2

FCC, HCP, DHCP = "ABC", "AB", "ABAC"
PERFECT = "ABC" * 12
INTRINSIC = PERFECT[:18] + PERFECT[19:]           # one layer removed
EXTRINSIC = PERFECT[:19] + "C" + PERFECT[19:]     # one layer inserted
TWO_TWINS = "ABC" * 6 + "ACB" * 6                 # two mirror boundaries


def spins_of(letters):
    index = np.array(["ABC".index(c) for c in letters])
    step = (np.roll(index, -1) - index) % 3
    assert np.all(step > 0), "equal neighbouring layers are not close packed"
    return np.where(step == 1, 1, -1)


def coupling_table(q):
    """Energy of one atom with a whole layer, by separation and registry."""
    n = np.arange(-75, 76)
    i, j = np.meshgrid(n, n)
    table = np.zeros((MAX_REACH + 1, 3))
    for m in range(1, MAX_REACH + 1):
        for registry in range(3):
            u, v = i + registry / 3.0, j + registry / 3.0
            lateral2 = SPACING**2 * (u * u + u * v + v * v)
            r = np.sqrt(lateral2 + (m * HEIGHT)**2)
            pair = AMPLITUDE * np.cos(q * r) * np.exp(-KAPPA * r) / r
            table[m, registry] = pair.sum()
    return table


def lattice_energy(table, reach):
    """Interlayer energy of a periodic stacking; in-plane part is common."""
    def energy(letters):
        index = np.array(["ABC".index(c) for c in letters])
        size = len(index)
        total = 0.0
        for m in range(1, reach + 1):
            upper = index[(np.arange(size) + m) % size]
            total += table[m, (upper - index) % 3].sum()
        return total
    return energy


def window_energy(function):
    """Energy of a stacking as a sum over windows of four spins."""
    def energy(letters):
        s = spins_of(letters)
        size = len(s)
        return sum(function[tuple(int(s[(i + k) % size]) for k in range(4))]
                   for i in range(size))
    return energy


def stacking_results(energy):
    """hcp-fcc, dhcp-fcc, intrinsic, extrinsic, twin: all per plane atom."""
    e_fcc = energy(FCC) / 3.0

    def excess(letters):
        return energy(letters) - len(letters) * e_fcc

    return np.array([excess(HCP) / 2.0, excess(DHCP) / 4.0,
                     excess(INTRINSIC), excess(EXTRINSIC),
                     excess(TWO_TWINS) / 2.0])


def three_energy_formula(hcp_diff, dhcp_diff):
    return np.array([hcp_diff + 2 * dhcp_diff, 4 * dhcp_diff, 2 * dhcp_diff])


def spin_couplings(function):
    """Project a four-spin window energy on products of spins."""
    def project(*sites):
        return -np.mean([f * np.prod([s[k] for k in sites])
                         for s, f in function.items()])
    j1 = project(0, 1) + project(1, 2) + project(2, 3)
    j2 = project(0, 2) + project(1, 3)
    return np.array([j1, j2, project(0, 3), project(0, 1, 2, 3)])


# Rows: hcp-fcc, dhcp-fcc, intrinsic, extrinsic, twin; columns J1, J2, J3, K
COST = np.array([[2, 0, 2, 0], [1, 2, 1, 0], [4, 4, 4, 8],
                 [4, 8, 8, 4], [2, 4, 6, 4]])
WINDOWS = list(itertools.product((1, -1), repeat=4))

# Physical removal and insertion of a layer produce one and two reversed spins
assert np.sum(spins_of(INTRINSIC) == -1) == 1
reversed_sites = np.flatnonzero(spins_of(EXTRINSIC) == -1)
assert len(reversed_sites) == 2 and np.diff(reversed_sites)[0] == 1
twin_spins = spins_of(TWO_TWINS)
assert np.sum(twin_spins != np.roll(twin_spins, 1)) == 2

# Random many-body window energies with the half-turn symmetry S -> -S
rng = np.random.default_rng(7)
for trial in range(20):
    for width in (3, 4):
        raw = {s: rng.normal()
               for s in itertools.product((1, -1), repeat=width)}
        func = {s: raw[s[:width]] + raw[tuple(-x for x in s[:width])]
                for s in WINDOWS}
        found = stacking_results(window_energy(func))
        assert np.allclose(found, COST @ spin_couplings(func), atol=1e-10)
        gap = found[2:] - three_energy_formula(*found[:2])
        if width == 3:
            assert np.allclose(gap, 0.0, atol=1e-10)
        else:
            _, _, j3, k4 = spin_couplings(func)
            expected = [8 * k4, 4 * (j3 + k4), 4 * (j3 + k4)]
            assert np.allclose(gap, expected, atol=1e-10)

print(f"spacing d = {SPACING:.1f} bohr, layer height = {HEIGHT:.4f} bohr")
print(f"area per atom = {AREA:.4f} bohr^2")
print(f"A = {AMPLITUDE:.1f} hartree bohr, kappa = {KAPPA:.1f} /bohr")
print(f"1 hartree/bohr^2 = {TO_MJ_PER_M2:.5e} mJ/m^2")
print("spins at intrinsic fault:",
      "".join("+" if s > 0 else "-" for s in spins_of(INTRINSIC)[13:22]))
print("spins at extrinsic fault:",
      "".join("+" if s > 0 else "-" for s in spins_of(EXTRINSIC)[14:24]))

for case, q in enumerate(WAVE_NUMBERS):
    table = coupling_table(q)
    # The two unequal registries are equivalent by the half-turn
    assert np.allclose(table[:, 1], table[:, 2], atol=1e-13)
    delta = table[:, 0] - table[:, 1]

    # Registry energies against the first star of a lateral Fourier sum
    g_first = 4 * np.pi / (np.sqrt(3.0) * SPACING)
    decay = np.sqrt(g_first**2 + (KAPPA - 1j * q)**2)
    for m in (2, 3, 4):
        wave = np.exp(-decay * m * HEIGHT) / decay
        fourier = AMPLITUDE * 9 * 2 * np.pi / AREA * wave.real
        assert abs(fourier / delta[m] - 1) < 1e-4

    # Two-layer reach: the near-twice rule is exact and dhcp is the midpoint
    short = stacking_results(lattice_energy(table, 2))
    assert abs(short[2] - 2 * short[0]) < 1e-12
    assert abs(short[1] - short[0] / 2) < 1e-12

    # Three-layer reach: the three-energy formulas are exact
    medium = stacking_results(lattice_energy(table, 3))
    assert np.allclose(medium[2:], three_energy_formula(*medium[:2]),
                       rtol=0, atol=1e-12)
    assert abs(medium[2] - 2 * medium[0]) > 1e-7   # near-twice is not exact

    # Four-layer reach: J3 and K account for the whole error
    func = {s: sum(table[m, sum(s[:m]) % 3] for m in range(1, 5))
            for s in WINDOWS}
    couplings = spin_couplings(func)
    longer = stacking_results(lattice_energy(table, 4))
    assert np.allclose(longer, COST @ couplings, rtol=0, atol=1e-12)
    assert np.allclose(couplings[2:], [delta[4] / 8, -3 * delta[4] / 8],
                       rtol=0, atol=1e-13)
    gap = longer[2:] - three_energy_formula(*longer[:2])
    assert np.allclose(gap, -delta[4] * np.array([3, 1, 1]),
                       rtol=0, atol=1e-12)

    # Full sums, converged in the number of layer separations
    full = stacking_results(lattice_energy(table, MAX_REACH))
    fewer = stacking_results(lattice_energy(table, MAX_REACH - 2))
    assert np.max(np.abs(full - fewer)) < 1e-8
    hcp_diff, dhcp_diff = full[:2]
    formula = three_energy_formula(hcp_diff, dhcp_diff)
    twice = 2 * hcp_diff
    assert abs(formula[0] - full[2]) < abs(twice - full[2])
    if case == 0:
        assert np.all(full > 0)      # fcc is lowest among these stackings
    j1_fit = hcp_diff / 2
    j2_fit = (2 * dhcp_diff - hcp_diff) / 4

    print(f"--- q = {q:.2f} /bohr; energies in microhartree per atom ---")
    print("delta_2, delta_3, delta_4 =",
          ", ".join(f"{1e6 * delta[m]:.4f}" for m in (2, 3, 4)))
    print(f"decay constant of delta_m = {decay.real:.4f} /bohr")
    print(f"amplitude factor per layer = {np.exp(-decay.real * HEIGHT):.5f}")
    print("four-layer-reach J1, J2, J3, K =",
          ", ".join(f"{1e6 * x:.4f}" for x in couplings))
    print(f"E_hcp - E_fcc = {1e6 * hcp_diff:.4f}")
    print(f"E_dhcp - E_fcc = {1e6 * dhcp_diff:.4f}")
    print(f"J1, J2 from bulk = {1e6 * j1_fit:.4f}, {1e6 * j2_fit:.4f}")
    print(f"J2/J1 from bulk = {j2_fit / j1_fit:.5f}")
    for name, direct, approx in zip(("intrinsic", "extrinsic", "twin"),
                                    full[2:], formula):
        print(f"{name}: direct {1e6 * direct:.4f}, "
              f"formula {1e6 * approx:.4f}, "
              f"formula error {100 * (approx / direct - 1):.3f} %")
    print(f"twice (hcp-fcc) = {1e6 * twice:.4f}, "
          f"error {100 * (twice / full[2] - 1):.3f} %")
    print("direct intrinsic, extrinsic, twin in mJ/m^2 =",
          ", ".join(f"{x / AREA * TO_MJ_PER_M2:.3f}" for x in full[2:]))

print("all assertions hold")
```

Running it gives:

```
spacing d = 5.0 bohr, layer height = 4.0825 bohr
area per atom = 21.6506 bohr^2
A = 0.5 hartree bohr, kappa = 0.1 /bohr
1 hartree/bohr^2 = 1.55689e+06 mJ/m^2
spins at intrinsic fault: ++++-++++
spins at extrinsic fault: ++++--++++
--- q = 1.20 /bohr; energies in microhartree per atom ---
delta_2, delta_3, delta_4 = 379.8074, -19.8828, -1.5155
decay constant of delta_m = 0.8344 /bohr
amplitude factor per layer = 0.03316
four-layer-reach J1, J2, J3, K = 199.2768, 4.5918, -0.1894, 0.5683
E_hcp - E_fcc = 398.1747
E_dhcp - E_fcc = 208.2719
J1, J2 from bulk = 199.0874, 4.5923
J2/J1 from bulk = 0.02307
intrinsic: direct 818.9648, formula 814.7186, formula error -0.518 %
extrinsic: direct 834.4881, formula 833.0876, formula error -0.168 %
twin: direct 417.9409, formula 416.5438, formula error -0.334 %
twice (hcp-fcc) = 796.3495, error -2.761 %
direct intrinsic, extrinsic, twin in mJ/m^2 = 58.892, 60.008, 30.054
--- q = 1.24 /bohr; energies in microhartree per atom ---
delta_2, delta_3, delta_4 = 187.4680, -67.3430, -4.8223
decay constant of delta_m = 0.7768 /bohr
amplitude factor per layer = 0.04195
four-layer-reach J1, J2, J3, K = 125.5971, 15.6302, -0.6028, 1.8084
E_hcp - E_fcc = 249.9887
E_dhcp - E_fcc = 156.2572
J1, J2 from bulk = 124.9944, 15.6314
J2/J1 from bulk = 0.12506
intrinsic: direct 575.9797, formula 562.5032, formula error -2.340 %
extrinsic: direct 629.4703, formula 625.0289, formula error -0.706 %
twin: direct 316.9457, formula 312.5144, formula error -1.398 %
twice (hcp-fcc) = 499.9774, error -13.195 %
direct intrinsic, extrinsic, twin in mJ/m^2 = 41.419, 45.265, 22.792
all assertions hold
```
